**Exactness checks for the Grønbech-Jensen–Farago integrator**

The program tests that the integrator gives ⟨r²⟩ = kT/(mΩ²) in a harmonic well for 0 < Ωdt < 2, D = kT/α for a free particle, and ⟨u²⟩ = kT/m in both cases. Here m is the mass, α the friction coefficient, γ = α/m, Ω the oscillator frequency, dt the time step, b = 1/(1 + γdt/2), and u = (r_next − r)/(√b dt) the half-step velocity. It asserts that the explicit step solves the discretised momentum balance, and that the position recursion and the half-step form reproduce a nonlinear trajectory. Harmonic moments come from a numerical Lyapunov equation built from the integrator itself, and free displacements from covariance propagation; both are asserted against the derived formulas, as is the stability limit. Over the scanned steps and frictions, the relative errors of ⟨r²⟩ and ⟨u²⟩ stay at or below 2 × 10⁻¹⁴. In the worked example at 300 K, u gives 300 K, the on-site velocity 181.6 K and the bare difference quotient 240 K. An anharmonic well shows where exactness ends: ⟨r²⟩ is 0.77 per cent too large and ⟨u²⟩ is 1.038 instead of 1.

## Program and output

```python
# Result under test: the Gronbech-Jensen-Farago (GJF) Langevin integrator gives
#   harmonic well: <r^2> = kT/(m Omega^2) for 0 < Omega dt < 2,
#   free particle: diffusion coefficient D = kT/alpha for every dt,
#   both: <u^2> = kT/m for u = (r_next - r)/(sqrt(b) dt).
# Symbols: m mass, alpha friction coefficient, gamma = alpha/m, dt time step,
#   b = 1/(1 + gamma dt/2), a = (1 - gamma dt/2) b, kT thermal energy,
#   beta = Gaussian noise impulse of variance 2 alpha kT dt,
#   r, v position and on-site velocity, u half-step velocity.
# Units of the worked example: atomic mass unit, angstrom, picosecond, kelvin.
import numpy as np
from scipy import constants
from scipy.integrate import quad
from scipy.linalg import solve_discrete_lyapunov


def coefficients(m, alpha, dt):
    b = 1.0 / (1.0 + alpha * dt / (2 * m))
    return (1.0 - alpha * dt / (2 * m)) * b, b


def gjf_step(r, v, beta, force, m, alpha, dt):
    a, b = coefficients(m, alpha, dt)
    f_old = force(r)
    r_new = r + b * dt * v + b * dt**2 / (2 * m) * f_old + b * dt / (2 * m) * beta
    v_new = a * v + dt / (2 * m) * (a * f_old + force(r_new)) + b / m * beta
    return r_new, v_new


def linear_map(force, m, alpha, dt):
    """Matrix and noise vector of one step, read off from the integrator itself."""
    col_r = gjf_step(1.0, 0.0, 0.0, force, m, alpha, dt)
    col_v = gjf_step(0.0, 1.0, 0.0, force, m, alpha, dt)
    noise = np.array(gjf_step(0.0, 0.0, 1.0, force, m, alpha, dt))
    return np.array([col_r, col_v]).T, noise


def harmonic_moments(m, alpha, dt, omega, kT):
    """Stationary <r^2>, <v^2>, <r v>, <dr^2>, <r dr> from the Lyapunov equation."""
    M, g = linear_map(lambda r: -m * omega**2 * r, m, alpha, dt)
    s = 2 * alpha * kT * dt
    P = solve_discrete_lyapunov(M, s * np.outer(g, g))
    d = M[0] - np.array([1.0, 0.0])
    return P[0, 0], P[1, 1], P[0, 1], d @ P @ d + s * g[0]**2, P[0] @ d


def free_msd(m, alpha, dt, kT, steps):
    """Mean square displacement by propagating the covariance, thermal start."""
    M, g = linear_map(lambda r: 0.0 * r, m, alpha, dt)
    P = np.diag([0.0, kT / m])
    out = [0.0]
    for _ in range(steps):
        P = M @ P @ M.T + 2 * alpha * kT * dt * np.outer(g, g)
        out.append(P[0, 0])
    return np.array(out)


rng = np.random.default_rng(12345)

# --- The explicit step solves the discretised momentum balance (nonlinear force)
m, alpha, dt = 1.7, 0.9, 0.8
a, b = coefficients(m, alpha, dt)
force = lambda r: -np.sin(r) - 0.3 * r
for _ in range(20):
    r0, v0, beta = rng.normal(size=3)
    # unknowns: displacement and provisional end velocity
    A = np.array([[1.0, -dt / 2], [alpha, m]])
    rhs = np.array([dt * v0 / 2, m * v0 + dt * force(r0) + beta])
    disp = np.linalg.solve(A, rhs)[0]
    v_end = v0 + (dt / 2 * (force(r0) + force(r0 + disp)) - alpha * disp + beta) / m
    assert np.allclose(gjf_step(r0, v0, beta, force, m, alpha, dt),
                       (r0 + disp, v_end), atol=1e-12)

# --- Velocity-free recursion and half-step form along a nonlinear trajectory
N = 60
noise = rng.normal(size=N + 1)      # noise[n] is the impulse that ends at point n
R, V = np.zeros(N + 1), np.zeros(N + 1)
R[0], V[0] = 0.4, -0.7
for n in range(N):
    R[n + 1], V[n + 1] = gjf_step(R[n], V[n], noise[n + 1], force, m, alpha, dt)
pred = (2 * b * R[1:-1] - a * R[:-2] + b * dt**2 / m * force(R[1:-1])
        + b * dt / (2 * m) * (noise[1:-1] + noise[2:]))
assert np.allclose(R[2:], pred, atol=1e-11)
rs, vs = R[0], V[0]
for n in range(N):
    us = np.sqrt(b) * (vs + (dt * force(rs) + noise[n + 1]) / (2 * m))
    rs = rs + np.sqrt(b) * dt * us
    vs = a / np.sqrt(b) * us + (dt * force(rs) + noise[n + 1]) / (2 * m)
    assert abs(rs - R[n + 1]) < 1e-9 and abs(vs - V[n + 1]) < 1e-9

# --- Harmonic moments over a wide range of steps and frictions
worst_r = worst_u = 0.0
for wdt in (0.1, 0.7, 1.3, 1.9):
    for gdt in (0.05, 0.5, 2.0, 5.0):
        m, kT, dt = 1.3, 0.8, 0.6
        omega, alpha = wdt / dt, m * gdt / dt
        a, b = coefficients(m, alpha, dt)
        rr, vv, rv, dd, rd = harmonic_moments(m, alpha, dt, omega, kT)
        var = kT / (m * omega**2)
        worst_r = max(worst_r, abs(rr / var - 1))
        worst_u = max(worst_u, abs(dd / (b * dt**2) / (kT / m) - 1))
        assert abs(vv / (kT / m) - (1 - wdt**2 / 4)) < 1e-8
        assert abs(rv) / np.sqrt(var * kT / m) < 1e-8
        assert abs((rr + rd) / var - (1 - b * wdt**2 / 2)) < 1e-8
        corr = rd / (np.sqrt(b) * dt) / np.sqrt(var * kT / m)
        assert abs(corr + np.sqrt(b) * wdt / 2) < 1e-8
assert worst_r < 1e-8 and worst_u < 1e-8

# --- Stability limit
for gdt in (0.05, 0.5, 2.0, 5.0):
    radius = [max(abs(np.linalg.eigvals(
        linear_map(lambda r, w=w: -w**2 * r, 1.0, gdt, 1.0)[0])))
        for w in (0.01, 1.0, 1.99, 2.01)]
    assert max(radius[:3]) < 1 < radius[3]

# --- Free particle: full mean square displacement and long-time slope
for gdt in (0.1, 0.5, 2.0, 5.0):
    m, kT, dt = 1.3, 0.8, 0.6
    alpha = m * gdt / dt
    a, b = coefficients(m, alpha, dt)
    msd = free_msd(m, alpha, dt, kT, 600)
    k = np.arange(601)
    law = 2 * kT / alpha * (k * dt - (1 - a**k) * m / alpha)
    assert np.allclose(msd, law, rtol=1e-9, atol=1e-10)
    assert abs((msd[-1] - msd[-2]) / (2 * dt) * alpha / kT - 1) < 1e-8
    assert abs(msd[1] / (b * dt**2) / (kT / m) - 1) < 1e-10

# --- Worked example
mass, T, period, gamma, dt = 20.0, 300.0, 0.050, 50.0, 0.010
kB = constants.k / constants.atomic_mass * 1e-4     # u A^2 ps^-2 K^-1
kT, omega, alpha = kB * T, 2 * np.pi / period, mass * gamma
a, b = coefficients(mass, alpha, dt)
rr, vv, rv, dd, rd = harmonic_moments(mass, alpha, dt, omega, kT)
T_half, T_site, T_bare = (mass * x / kB for x in (dd / (b * dt**2), vv, dd / dt**2))
corr = rd / np.sqrt(rr * dd)
target = kT / (mass * omega**2)
assert abs(rr / target - 1) < 1e-9 and abs(T_half / T - 1) < 1e-9

# direct simulation with random numbers
walkers, equil, samples = 20000, 100, 300
r, v = np.zeros(walkers), np.zeros(walkers)
sums = np.zeros(3)
spring = lambda x: -mass * omega**2 * x
for n in range(equil + samples):
    beta = rng.normal(size=walkers) * np.sqrt(2 * alpha * kT * dt)
    r_old = r
    r, v = gjf_step(r, v, beta, spring, mass, alpha, dt)
    if n >= equil:
        u = (r - r_old) / (np.sqrt(b) * dt)
        sums += [np.mean(r**2), np.mean(u**2), np.mean(v**2)]
sim_r2, sim_u2, sim_v2 = sums / samples
# statistical error is of order 0.1 percent
assert abs(sim_r2 / rr - 1) < 0.01
assert abs(mass * sim_u2 / kB / T_half - 1) < 0.01
assert abs(mass * sim_v2 / kB / T_site - 1) < 0.01

# free particle with the same mass, friction and step
D = kT / alpha
msd = free_msd(mass, alpha, dt, kT, 100)


def continuum_msd(t):
    return 2 * quad(lambda s: (t - s) * kT / mass * np.exp(-gamma * s), 0, t,
                    epsabs=1e-13, epsrel=1e-11, limit=200)[0]


slope_D = (msd[100] - msd[99]) / (2 * dt)
assert abs(slope_D / D - 1) < 1e-9
for n in (1, 10, 100):
    t = n * dt
    assert abs(continuum_msd(t) / (2 * D * (t - (1 - np.exp(-gamma * t)) / gamma)) - 1) < 1e-8

# constant force: drift of positions and mean half-step velocity
F = 1000.0                                           # u A ps^-2
r, v = 0.0, 0.0
for _ in range(200):
    r_old = r
    r, v = gjf_step(r, v, 0.0, lambda x: F, mass, alpha, dt)
drift, mean_u = (r - r_old) / dt, (r - r_old) / (np.sqrt(b) * dt)
assert abs(drift / (F / alpha) - 1) < 1e-9
assert abs(mean_u / (F / alpha / np.sqrt(b)) - 1) < 1e-9


# --- Anharmonic well V = r^2/2 + (c/4) cos 2r with m = kT = 1 and gamma dt = 2.
# Then a = 0 and y = r - (b dt/2) beta is a one-variable Markov chain whose
# stationary density follows from its transition kernel on a grid.
def anharmonic_averages(c, dt):
    alpha = 2.0 / dt
    b = coefficients(1.0, alpha, dt)[1]
    h = b * dt**2
    var = (b * dt / 2)**2 * 2 * alpha * dt
    f = lambda x: -x + c / 2 * np.sin(2 * x)
    y = np.linspace(-9, 9, 721)
    dy = y[1] - y[0]
    total = y[:, None] + y[None, :]
    lo, hi = np.full(total.shape, -60.0), np.full(total.shape, 60.0)
    for _ in range(60):                              # invert 2x + h f(x) = total
        mid = (lo + hi) / 2
        low = 2 * mid + h * f(mid) < total
        lo, hi = np.where(low, mid, lo), np.where(low, hi, mid)
    x = (lo + hi) / 2
    jac = 2 + h * (-1 + c * np.cos(2 * x))
    K = np.exp(-(x - y[None, :])**2 / (2 * var)) / np.sqrt(2 * np.pi * var) / jac * dy
    p = np.exp(-y**2 / 2)
    p /= p.sum()
    for _ in range(500):
        p = K @ p
        p /= p.sum()
    z, w = np.polynomial.hermite_e.hermegauss(60)
    w = w / w.sum()
    xr = y[:, None] + np.sqrt(var) * z[None, :]
    weight = p[:, None] * w[None, :]
    r2 = np.sum(weight * xr**2)
    dr2 = np.sum(weight * (h * f(xr) + xr - y[:, None])**2) + var
    return r2, dr2 / (b * dt**2)


c_an, dt_an = 0.8, 1.2
ctrl_r2, ctrl_u2 = anharmonic_averages(0.0, dt_an)   # harmonic control
assert abs(ctrl_r2 - 1) < 1e-8 and abs(ctrl_u2 - 1) < 1e-8
an_r2, an_u2 = anharmonic_averages(c_an, dt_an)
boltz = lambda x: np.exp(-x**2 / 2 - c_an / 4 * np.cos(2 * x))
true_r2 = quad(lambda x: x**2 * boltz(x), -10, 10)[0] / quad(boltz, -10, 10)[0]
assert abs(an_r2 / true_r2 - 1) > 1e-5 and abs(an_u2 - 1) > 1e-5

# the integrator itself, run with random numbers, agrees with the kernel result
al = 2.0 / dt_an
b_an = coefficients(1.0, al, dt_an)[1]
r, v = rng.normal(size=40000), np.zeros(40000)
acc = np.zeros(2)
for n in range(250):
    r_old = r
    beta = rng.normal(size=r.size) * np.sqrt(2 * al * dt_an)
    r, v = gjf_step(r, v, beta, lambda x: -x + c_an / 2 * np.sin(2 * x), 1.0, al, dt_an)
    if n >= 50:
        acc += [np.mean(r**2), np.mean((r - r_old)**2) / (b_an * dt_an**2)]
acc /= 200
assert abs(acc[0] / an_r2 - 1) < 0.01 and abs(acc[1] / an_u2 - 1) < 0.01

print("WORKED EXAMPLE, HARMONIC WELL")
print(f"mass = {mass:.1f} u")
print(f"temperature = {T:.1f} K")
print(f"oscillator period = {period*1000:.1f} fs")
print(f"gamma = {gamma:.1f} ps^-1")
print(f"time step = {dt*1000:.1f} fs")
print(f"kT = {kT:.3f} u A^2 ps^-2")
print(f"Omega = {omega:.3f} ps^-1")
print(f"Omega dt = {omega*dt:.4f} (dimensionless)")
print(f"gamma dt = {gamma*dt:.4f} (dimensionless)")
print(f"a = {a:.4f}, b = {b:.4f}, sqrt(b) = {np.sqrt(b):.4f} (dimensionless)")
print(f"kT/(m Omega^2) = {target:.6e} A^2")
print(f"integrator <r^2>, Lyapunov = {rr:.6e} A^2")
print(f"rms position = {np.sqrt(rr):.5f} A")
print(f"temperature from half-step u = {T_half:.3f} K")
print(f"temperature from on-site v = {T_site:.3f} K")
print(f"temperature from bare (r_next - r)/dt = {T_bare:.3f} K")
print(f"correlation coefficient of r and u = {corr:.4f} (dimensionless)")
print(f"simulation: {walkers} walkers, {equil} discarded, {samples} sampled steps")
print(f"simulated <r^2> = {sim_r2:.4e} A^2")
print(f"simulated temperature from u = {mass*sim_u2/kB:.2f} K")
print(f"simulated temperature from v = {mass*sim_v2/kB:.2f} K")
print("SCAN: Omega dt 0.1 to 1.9, gamma dt 0.05 to 5")
print(f"largest relative error of <r^2> = {worst_r:.1e}")
print(f"largest relative error of <u^2> = {worst_u:.1e}")
print("FREE PARTICLE, SAME MASS, FRICTION AND STEP")
print(f"D = kT/alpha = {D:.6f} A^2/ps")
print(f"D from last slope of integrator MSD = {slope_D:.6f} A^2/ps")
for n in (1, 10, 100):
    print(f"MSD after {n} steps: integrator {msd[n]:.6f}, "
          f"continuum {continuum_msd(n*dt):.6f} A^2")
print("CONSTANT FORCE")
print(f"force = {F:.1f} u A ps^-2")
print(f"F/alpha = {F/alpha:.5f} A/ps")
print(f"drift of positions = {drift:.5f} A/ps")
print(f"mean half-step u = {mean_u:.5f} A/ps")
print("ANHARMONIC WELL r^2/2 + (c/4) cos 2r, m = kT = 1, gamma dt = 2")
print(f"c = {c_an:.1f}, dt = {dt_an:.1f} (dimensionless)")
print(f"Boltzmann <r^2> = {true_r2:.6f} (dimensionless)")
print(f"integrator <r^2> = {an_r2:.6f} (dimensionless)")
print(f"relative error of <r^2> = {100*(an_r2/true_r2-1):.4f} percent")
print(f"integrator <u^2>, exact value 1: {an_u2:.6f} (dimensionless)")
print(f"simulated <r^2> = {acc[0]:.4f}, <u^2> = {acc[1]:.4f} (dimensionless)")
print("ALL CHECKS PASSED")
```

It prints:

```
WORKED EXAMPLE, HARMONIC WELL
mass = 20.0 u
temperature = 300.0 K
oscillator period = 50.0 fs
gamma = 50.0 ps^-1
time step = 10.0 fs
kT = 249.434 u A^2 ps^-2
Omega = 125.664 ps^-1
Omega dt = 1.2566 (dimensionless)
gamma dt = 0.5000 (dimensionless)
a = 0.6000, b = 0.8000, sqrt(b) = 0.8944 (dimensionless)
kT/(m Omega^2) = 7.897792e-04 A^2
integrator <r^2>, Lyapunov = 7.897792e-04 A^2
rms position = 0.02810 A
temperature from half-step u = 300.000 K
temperature from on-site v = 181.565 K
temperature from bare (r_next - r)/dt = 240.000 K
correlation coefficient of r and u = -0.5620 (dimensionless)
simulation: 20000 walkers, 100 discarded, 300 sampled steps
simulated <r^2> = 7.9065e-04 A^2
simulated temperature from u = 300.20 K
simulated temperature from v = 181.67 K
SCAN: Omega dt 0.1 to 1.9, gamma dt 0.05 to 5
largest relative error of <r^2> = 2.0e-14
largest relative error of <u^2> = 5.3e-15
FREE PARTICLE, SAME MASS, FRICTION AND STEP
D = kT/alpha = 0.249434 A^2/ps
D from last slope of integrator MSD = 0.249434 A^2/ps
MSD after 1 steps: integrator 0.000998, continuum 0.001063 A^2
MSD after 10 steps: integrator 0.039970, continuum 0.039977 A^2
MSD after 100 steps: integrator 0.488890, continuum 0.488890 A^2
CONSTANT FORCE
force = 1000.0 u A ps^-2
F/alpha = 1.00000 A/ps
drift of positions = 1.00000 A/ps
mean half-step u = 1.11803 A/ps
ANHARMONIC WELL r^2/2 + (c/4) cos 2r, m = kT = 1, gamma dt = 2
c = 0.8, dt = 1.2 (dimensionless)
Boltzmann <r^2> = 1.110657 (dimensionless)
integrator <r^2> = 1.119220 (dimensionless)
relative error of <r^2> = 0.7710 percent
integrator <u^2>, exact value 1: 1.037954 (dimensionless)
simulated <r^2> = 1.1190, <u^2> = 1.0385 (dimensionless)
ALL CHECKS PASSED
```
